# Raman and Rayleigh scattering by hydrogen near Lyman beta

## Problem

A photon whose energy lies close to that of the Lyman beta line meets a hydrogen atom in its ground state. The atom may return to 1s and emit a photon of the original frequency (Rayleigh scattering), or it may end in 2s and emit a photon of much lower frequency (Raman scattering).

The nucleus is fixed, spin and relativity are left out, and the interaction with light is electric dipole. In Rydberg units $\hbar=1$, lengths are in $a_0$, energies in Ry, $e^2=2$ and $c=2/\alpha$, with $\alpha$ the fine-structure constant. The Hamiltonian is $H=-\nabla^2-2/r$, with bound levels $E_n=-1/n^2$. Write the incoming frequency as

$$\omega=\tfrac89+\Delta ,\qquad \omega_1=\omega,\qquad \omega_2=\omega-\tfrac34 ,$$

where $\omega_f$ is the outgoing frequency when the final state is $fs$, $f=1,2$. Let $\sigma_f$ be the corresponding total cross section and

$$F=\frac{\sigma_2}{\sigma_1+\sigma_2}$$

the Raman fraction.

1. Evaluate the Kramers-Heisenberg amplitude for $1s\to2s$, including the continuum of intermediate states.
2. Show that $F$ tends to the branching ratio of the 3p level as $\Delta\to0$, and find its value.
3. Find how fast $F$ departs from that value when the light is detuned.

## First estimate by scaling

Close to the line the 3p state dominates the sum over intermediate states. The absorption step is then common to both channels, and they differ in the emission step. An emission rate scales as the cube of the frequency times the square of a dipole length. The frequency ratio at the line is $(5/36)/(8/9)=5/32$. If the dipole length is taken to scale as the size $n^2$ of the final orbit, its square is 16 times larger for 2s than for 1s. Hence

$$\frac{\sigma_2}{\sigma_1}\sim 16\left(\frac5{32}\right)^3\approx0.06,\qquad F\sim0.06 .$$

The other intermediate states change an amplitude by a relative amount of order $\Delta$ divided by the distance to the next level. That distance is $E_4-E_3=7/144\approx0.049$ Ry. Squaring the amplitude doubles the change, so the ratio should vary by a relative amount of order $2\Delta/0.049$, or about $40\,\Delta$ with $\Delta$ in Ry. The sign is not fixed by this argument.

## Exact solution

### Amplitude and cross section

In a volume $V$, a photon of frequency $\omega$ couples to the electron through $e\,\boldsymbol\varepsilon\cdot\mathbf r\,\sqrt{2\pi\omega/V}$, up to a phase. Second-order perturbation theory gives the transition amplitude $T=2\pi e^2\sqrt{\omega\omega_f}\,\mathcal M/V$, up to a phase, with

$$\mathcal M=\sum_n\left[\frac{\langle f|\boldsymbol\varepsilon'^*\!\cdot\mathbf r|n\rangle\langle n|\boldsymbol\varepsilon\cdot\mathbf r|1\rangle}{E_n-E_1-\omega}+\frac{\langle f|\boldsymbol\varepsilon\cdot\mathbf r|n\rangle\langle n|\boldsymbol\varepsilon'^*\!\cdot\mathbf r|1\rangle}{E_n-E_1+\omega_f}\right].$$

In the first term absorption comes first; in the second, emission does. The rate into $d\Omega$ is $2\pi|T|^2V\omega_f^2/(2\pi c)^3$, and the incident flux is $c/V$. Their quotient is

$$\frac{d\sigma}{d\Omega}=\frac{e^4}{c^4}\,\omega\,\omega_f^3|\mathcal M|^2=\frac{\alpha^4}{4}\,\omega\,\omega_f^3|\mathcal M|^2 .$$

Both end states are s states, so the intermediate states are p states. For p states along Cartesian axes, $\langle ns|x_i|n'p_j\rangle=\delta_{ij}R/\sqrt3$. Therefore $\mathcal M=(\boldsymbol\varepsilon'^*\!\cdot\boldsymbol\varepsilon)M_f$, where

$$M_f=\frac13\sum_n R_{fn}R_{n1}\left[\frac1{E_n-E_1-\omega}+\frac1{E_n-E_1+\omega_f}\right],$$

$R_{fn}=\int_0^\infty u_f\,r\,u_{np}\,dr$, the $u$ are normalized reduced radial functions, and the sum includes the continuum. Summing $|\boldsymbol\varepsilon'^*\!\cdot\boldsymbol\varepsilon|^2$ over outgoing polarizations and directions gives $4\pi-4\pi/3=8\pi/3$ in both channels, so

$$\sigma_f=\frac{2\pi}{3}\alpha^4\,\omega\,\omega_f^3|M_f|^2 .$$

### Replacing the continuum by a discrete series

Each half of $M_f$ is a matrix element of $(H_p+\kappa^2)^{-1}$, where $H_p=-d^2/dr^2+2/r^2-2/r$. The first half has $\kappa^2=1-\omega$ and the second $\kappa^2=1+\omega_f$.

The function $u_{np}(\rho)$ obeys $(-d^2/d\rho^2+2/\rho^2)u=(2/\rho-1/n^2)u$. Setting $\rho=n\kappa r$ and multiplying by $(n\kappa)^2$ shows that the rescaled function $S_n(r)\propto u_{np}(n\kappa r)$ satisfies

$$\left(-\frac{d^2}{dr^2}+\frac2{r^2}+\kappa^2\right)S_n=\frac{2n\kappa}{r}S_n,\qquad (H_p+\kappa^2)S_n=\frac{2(n\kappa-1)}{r}S_n .$$

These are the Coulomb Sturmians. All have the same decay constant $\kappa$. With $x=2\kappa r$ and $q=n(n^2-1)$,

$$S_n=\frac{x^2e^{-x/2}L^{3}_{n-2}(x)}{\sqrt q},\qquad \int_0^\infty\frac{S_nS_m}{r}\,dr=\delta_{nm},$$

which is the orthogonality of Laguerre polynomials with weight $x^3e^{-x}$. These polynomials are complete, so $\sum_nS_n(r)S_n(r')/r=\delta(r-r')$. The operator $H_p+\kappa^2$ acting on the following sum therefore gives the delta function:

$$(H_p+\kappa^2)^{-1}=\sum_{n=2}^\infty\frac{S_n(r)S_n(r')}{2(n\kappa-1)} .$$

With $J_f=\int u_f\,r\,S_n\,dr$, the amplitude becomes

$$M_f=\left[\sum_{n\ge2}\frac{J_fJ_1}{6(n\kappa-1)}\right]_{\kappa^2=1-\omega}+\left[\sum_{n\ge2}\frac{J_fJ_1}{6(n\kappa-1)}\right]_{\kappa^2=1+\omega_f}.$$

### The overlaps

Let $I(s)=\int_0^\infty r^3e^{-sr}L^3_{n-2}(2\kappa r)\,dr$. The generating function $\sum_kt^kL^3_k(x)=(1-t)^{-4}e^{-xt/(1-t)}$ turns the integral into $6/[s-t(s-2\kappa)]^4$, whose coefficient of $t^{n-2}$ is

$$I(s)=q\,\frac{(s-2\kappa)^{n-2}}{s^{n+2}} .$$

Put $s=a+\kappa$ and $D=s-2\kappa=a-\kappa$. Since $(n-2)s-(n+2)D=2n\kappa-4a$,

$$I'=q\frac{D^{n-3}}{s^{n+3}}(2n\kappa-4a).$$

The last factor, in its form $(n-2)s-(n+2)D$, has derivative $-4$. Also $(n-3)s-(n+3)D=2n\kappa-6a$. A second differentiation gives

$$I''=q\frac{D^{n-4}}{s^{n+4}}\left[(2n\kappa-4a)(2n\kappa-6a)-4(a^2-\kappa^2)\right].$$

For 1s, $u_1=2re^{-r}$ and $a=1$. The integrand contains $r^4$, so $J_1=(8\kappa^2/\sqrt q)(-I')$:

$$J_1=16\kappa^2\sqrt q\,(2-n\kappa)\frac{(1-\kappa)^{n-3}}{(1+\kappa)^{n+3}} .$$

For 2s, $u_2=r(1-r/2)e^{-r/2}/\sqrt2$ and $a=\tfrac12$. The powers $r^4-r^5/2$ give $J_2=(2\sqrt2\,\kappa^2/\sqrt q)(-I'-\tfrac12I'')$. Taking out $qD^{n-4}/s^{n+4}$ leaves

$$b_n=(2-2n\kappa)(\tfrac14-\kappa^2)-\tfrac12(4n^2\kappa^2-10n\kappa+5+4\kappa^2)$$
$$\phantom{b_n}=-2-4\kappa^2+\tfrac92n\kappa+2n\kappa^3-2n^2\kappa^2,$$

and hence

$$J_2=2\sqrt2\,\kappa^2\sqrt q\;b_n\,\frac{(\frac12-\kappa)^{n-4}}{(\frac12+\kappa)^{n+4}} .$$

This gives $M_2$, continuum included, as a convergent series whose terms are elementary functions of $\kappa$. At $\kappa=1/3$ the geometric factor between successive terms is $\frac12\cdot\frac15=\frac1{10}$ for Raman and $\frac12\cdot\frac12=\frac14$ for Rayleigh, while the polynomial prefactors grow with $n$ and slow the convergence somewhat; about ten terms fix the sum to $10^{-3}\,a_0^2/\mathrm{Ry}$. At $\Delta=-0.001$ Ry the contributions, in $a_0^2/\mathrm{Ry}$, are:

| term | Rayleigh | Raman |
|---|---:|---:|
| $n=2$ | −2.170 | 15.989 |
| $n=3$ | 88.785 | 533.020 |
| $n=4$ | 0.321 | 1.204 |
| $n\ge5$ | 0.026 | −0.018 |
| emission first | 0.552 | −1.429 |
| total $M_f$ | 87.515 | 548.767 |

The label $n$ denotes a Sturmian, not an atomic state. A Sturmian in general mixes several atomic p states, though so close to the line the $n=3$ function is almost purely 3p. An independent evaluation diagonalized $H_p$ in a fixed Laguerre basis and summed the original formula over the resulting states. It agreed with the series to one part in $10^6$ at all detunings tabulated below.

### Pole and background

At the line $\kappa=1/3$, and the $n=3$ denominator vanishes. Expanding,

$$\kappa=\tfrac13\sqrt{1-9\Delta},\qquad 3\kappa-1=-\tfrac92\Delta-\tfrac{81}8\Delta^2+\dots,$$
$$\frac1{6(3\kappa-1)}=-\frac1{27\Delta}+\frac1{12}+O(\Delta).$$

Let $N_f=J_fJ_1$ for $n=3$, and let a prime on it denote $d/d\kappa$. Since $\kappa=\frac13-\frac32\Delta+\dots$, this term of the series is

$$-\frac{N_f}{27\Delta}+\frac{N_f}{12}+\frac{N_f'}{18}+O(\Delta),$$

with everything taken at $\kappa=1/3$. The full amplitude is thus

$$M_f=-\frac{P_f}{\Delta}+B_f+O(\Delta),\qquad P_f=\frac{N_f}{27}.$$

To identify $P_f$, note that $S_3$ at $\kappa=1/3$ is proportional to $u_{3p}$. The virial theorem gives $\langle1/r\rangle=1/9$, whereas $\int S_3^2/r\,dr=1$; hence $S_3=3u_{3p}$, $J_f=3R_{f3}$ and $P_f=R_{f3}R_{13}/3$, as the original sum requires.

The overlap formulas now give the radial integrals. With $q=24$ and $b_3=5/18$,

$$R_{13}=\tfrac{16}{27}\sqrt{24}\left(\tfrac34\right)^6,\qquad R_{13}^2=\frac{2187}{8192},$$
$$R_{23}=\tfrac{2\sqrt2}{27}\sqrt{24}\;\tfrac53\left(\tfrac65\right)^7,\qquad R_{23}^2=\frac{2^{20}\,3^7}{5^{12}} .$$

Numerically $R_{13}=0.5167\,a_0$ and $R_{23}=3.0648\,a_0$, so $P_1=0.08899\,a_0^2$ and $P_2=0.52785\,a_0^2$.

The regular part of the $n=3$ term is $P_f(\frac94+\frac32N_f'/N_f)$. For $n=3$, $b_3=(\kappa-\frac12)(6\kappa^2-19\kappa+4)$, which cancels the factor $(\frac12-\kappa)^{-1}$ in $J_2$. The logarithmic derivatives at $\kappa=1/3$ are

$$\frac{J_1'}{J_1}=\frac2\kappa-\frac3{2-3\kappa}-\frac6{1+\kappa}=-1.5,$$
$$\frac{J_2'}{J_2}=\frac2\kappa+\frac{19-12\kappa}{19\kappa-6\kappa^2-4}-\frac7{\frac12+\kappa}=6.6 .$$

So $N_1'/N_1=-3$ and $N_2'/N_2=5.1$, and the regular parts are $-2.25P_1=-0.200$ and $9.9P_2=5.226$. Adding the other Sturmians and the emission-first sum, in that order, gives in $a_0^2/\mathrm{Ry}$

$$B_1=-0.200-1.774+0.552=-1.423,$$
$$B_2=5.226+17.086-1.427=20.884 .$$

The background has the opposite sign to $P_f$ for Rayleigh scattering and the same sign for Raman scattering.

### Damping and the limit

The undamped pole fails when $|\Delta|$ is comparable with the width $\Gamma$ of 3p. Replacing $E_3$ by $E_3-i\Gamma/2$ in the resonant term gives

$$M_f\simeq\frac{P_f}{-\Delta-i\Gamma/2}+B_f .$$

The width is the total decay rate. The photon coupling used above gives the emission rate $4e^2\omega_f^3|\mathbf d|^2/(3c^3)$ with $|\mathbf d|^2=R_{f3}^2/3$, or

$$A_{3f}=\frac{\alpha^3}{9}\,\omega_f^3R_{f3}^2,\qquad \Gamma=A_{31}+A_{32}.$$

Parity forbids dipole decay to 2p, so there are two decay channels. The rates are $A_{31}=1.673\times10^8\ \mathrm{s^{-1}}$ and $A_{32}=2.246\times10^7\ \mathrm{s^{-1}}$, and $\Gamma=9.182\times10^{-9}$ Ry.

The optical theorem confirms the choice of $\Gamma$. The forward amplitude is $(\alpha^2/2)\omega^2M_1$ and the wave number is $\alpha\omega/2$, so the total cross section must equal $4\pi\alpha\omega\,\mathrm{Im}\,M_1$. Near the line this is

$$\frac{2\pi\alpha\omega R_{13}^2}{3}\,\frac{\Gamma}{\Delta^2+\Gamma^2/4}.$$

The sum $\sigma_1+\sigma_2$, with $\omega_f^3R_{f3}^2=9A_{3f}/\alpha^3$ inserted, is the same expression with $A_{31}+A_{32}$ in the numerator. The two agree when $\Gamma=A_{31}+A_{32}$. This comparison keeps the pole term only; with a constant $\Gamma$, the background and the frequency factors spoil it by a relative amount of about $24\,\Delta$ ($\Delta$ in Ry), negligible within the line but 2.5% at $|\Delta|=0.001$ Ry. At the centre the total is $8\pi\alpha\omega P_1/\Gamma=1.580\times10^6\,a_0^2$, or $4.42\times10^{-15}\ \mathrm{m^2}$.

For the fraction, write

$$|M_f|^2=\frac{(P_f-B_f\Delta)^2+B_f^2\Gamma^2/4}{\Delta^2+\Gamma^2/4}.$$

The denominator is common to both channels and cancels in their ratio. In this formula, which damps only the 3p level, the width leaves at $\Delta=0$ a relative change $(B_f\Gamma/2P_f)^2$. With $B_2/P_2=39.56\ \mathrm{Ry^{-1}}$, this is about $3\times10^{-14}$ for Raman and smaller for Rayleigh. Apart from this negligible term,

$$\frac{\sigma_2}{\sigma_1}\to\frac{\omega_2^3R_{23}^2}{\omega_1^3R_{13}^2}=\frac{A_{32}}{A_{31}}=\left(\frac5{32}\right)^3\frac{2^{20}3^7}{5^{12}}\,\frac{2^{13}}{3^7}=\frac{2^{18}}{5^9}=0.1342,$$

$$F\to\frac{A_{32}}{A_{31}+A_{32}}=\frac{2^{18}}{2^{18}+5^9}=0.1183 .$$

The same limit is reached in the wings, $\Gamma\ll|\Delta|\ll0.01$ Ry, and at the line centre.

### Departure from the limit

To first order in $\Delta$, $|M_f|^2\propto P_f^2(1-2B_f\Delta/P_f)$ apart from the common denominator. Including the frequency factors,

$$\frac{d}{d\Delta}\ln\frac{\sigma_2}{\sigma_1}=\frac3{\omega_2}-\frac3{\omega_1}-2\left(\frac{B_2}{P_2}-\frac{B_1}{P_1}\right).$$

With $B_1/P_1=-15.99\ \mathrm{Ry^{-1}}$ this is $21.60-3.38-2(39.56+15.99)=-92.9\ \mathrm{Ry^{-1}}$. Since $dF=F(1-F)\,d\ln(\sigma_2/\sigma_1)$,

$$F\simeq0.1183-9.69\,\Delta\qquad(\Delta\text{ in Ry}).$$

The frequency factors alone would make $F$ rise to the blue. Interference with the background is stronger and makes it fall.

## Comparison

The scaling estimate $F\sim0.06$ is low by a factor of two. The frequency factor in it is exact; the dipole factor is not. The true ratio $R_{23}/R_{13}$ is 5.93 rather than 4, which raises its square from 16 to 35. The estimated sensitivity, $40\ \mathrm{Ry^{-1}}$, compares with 92.9 in magnitude. The estimate allowed for a change in one channel, and it took the other intermediate states to couple as strongly as 3p. In fact the largest single contribution to $B_f/P_f$ is the absorption-first term of 2p, which lies farther away than 4p but couples more strongly: $-44.9\ \mathrm{Ry^{-1}}$ for Rayleigh and $+30.5\ \mathrm{Ry^{-1}}$ for Raman. The actual interference terms, $2|B_f/P_f|$, are 79 $\mathrm{Ry^{-1}}$ for Raman, twice the estimate, and 32 $\mathrm{Ry^{-1}}$ for Rayleigh. They add in the ratio, and the frequency factors take off 18 $\mathrm{Ry^{-1}}$.

The full series and the linear law compare as follows:

| $\Delta$ (Ry) | $F$ | linear law |
|---:|---:|---:|
| −0.0200 | 0.602 | 0.312 |
| −0.0100 | 0.263 | 0.215 |
| −0.0010 | 0.1284 | 0.1280 |
| −0.0001 | 0.1193 | 0.1193 |
| +0.0001 | 0.1174 | 0.1174 |
| +0.0010 | 0.1090 | 0.1086 |
| +0.0100 | 0.046 | 0.021 |

At $\Delta=-0.001$ Ry, for instance, $\sigma_2=4.163\times10^{-6}\,a_0^2$ and $\sigma_1=2.827\times10^{-5}\,a_0^2$, so their ratio is 0.1473 and $F=0.1473/1.1473=0.1284$. The linear law requires $|\Delta|\ll1/93\approx0.01$ Ry, and the table shows it failing there.

The large departures come from interference between the pole term and the rest of the amplitude. Close to the line, on either side, it strengthens one amplitude and weakens the other; farther out the weakened amplitude passes through zero. Both effects matter: at $\Delta=-0.01$ Ry, compared with the pole term alone, $|M_2|^2$ is larger by a factor of 1.97 and $|M_1|^2$ smaller by a factor of 1.63. On the red side the pole term is positive and the Rayleigh background negative; they cancel at $\Delta=-0.0298$ Ry, where $F=1$. On the blue side the pole term is negative and the Raman background positive; they cancel at $\Delta=+0.0238$ Ry, where $F=0$. Pole and constant background alone would put the zeros at $P_f/B_f$, which is $+0.025$ Ry for Raman but $-0.063$ Ry for Rayleigh. The Rayleigh zero therefore needs the next term, $C\Delta$. The computed amplitudes $M_1=6.968$ and $-9.779\,a_0^2/\mathrm{Ry}$ at $\Delta=\mp0.01$ Ry give $C\approx53\,a_0^2/\mathrm{Ry}^2$. Solving $-P_1/\Delta+B_1+C\Delta=0$ then gives $\Delta\approx-0.030$ Ry, in agreement with the full series.

Two restrictions concern the meaning of $F$. Above the line, Raman scattering to 3s and 3d also opens, with outgoing frequency $\Delta$. Of the angular strength of a p state, one third leads to s and two thirds to d, so the resonant estimate of their weight relative to Rayleigh scattering is

$$\left(\frac{\Delta}{\omega}\right)^3\frac{R_{3s,3p}^2+2R_{3d,3p}^2}{R_{13}^2}.$$

With $|R_{3s,3p}|=12.73\,a_0$ and $|R_{3d,3p}|=10.06\,a_0$, this is $1.9\times10^{-6}$ at $\Delta=+0.001$ Ry. It vanishes at the line and does not affect the limit, but it grows as $\Delta^3$: about $2\times10^{-3}$ at $\Delta=+0.01$ Ry and a few per cent at $+0.0238$ Ry, where $\sigma_2$ vanishes. $F$ remains a fraction of two channels, not of all scattering.

The second restriction is fine structure, which splits 3p by roughly $10^{-6}$ Ry, about a hundred widths. The line profile within that range, and the peak cross section, therefore belong to the spinless model. The limiting fraction is less sensitive: if the radial functions are kept nonrelativistic, splitting the intermediate level multiplies the resonant amplitudes of both channels by the same spin and angular factors, which cancel in the ratio.

The numerical output below gives the values to more digits.

## Calculated quantities

```
Lyman beta energy = 0.888889 Ry; Raman photon = 0.138889 Ry
|R(1s,3p)| = 0.516689 a0
|R(2s,3p)| = 3.064815 a0
|R(3s,3p)| = 12.727922 a0
|R(3d,3p)| = 10.062306 a0
A(3p->1s) = 8.09571e-09 Ry/hbar = 1.67344e+08 1/s
A(3p->2s) = 1.08659e-09 Ry/hbar = 2.24605e+07 1/s
Gamma(3p) = 9.18229e-09 Ry/hbar
sigma_Raman/sigma_Rayleigh at resonance = 0.134218
branching ratio 3p->2s = 0.118335
Rayleigh terms at delta = -0.001 Ry, in a0^2/Ry:
  n=2..5: -2.16958, 88.78479, 0.32123, 0.01953
  n>5: 0.00683; antiresonant: 0.55217
  total M: 87.51496
Raman terms at delta = -0.001 Ry, in a0^2/Ry:
  n=2..5: 15.98938, 533.01995, 1.20440, -0.02934
  n>5: 0.01134; antiresonant: -1.42923
  total M: 548.76650
Rayleigh pole strength P = 0.088989 a0^2
  background B = -1.42271 a0^2/Ry, made of
  n=3 regular, other n, antiresonant: -0.20023, -1.77434, 0.55185 a0^2/Ry
  B/P = -15.9875 1/Ry
Raman pole strength P = 0.527852 a0^2
  background B = 20.88395 a0^2/Ry, made of
  n=3 regular, other n, antiresonant: 5.22574, 17.08559, -1.42737 a0^2/Ry
  B/P = 39.5640 1/Ry
d ln(sigma_Raman/sigma_Rayleigh)/d delta = -92.878 1/Ry
dF/d delta at resonance = -9.6901 1/Ry
delta(Ry) | M_Rayl, M_Raman (a0^2/Ry) | sigmas (a0^2) | F | linear F
-0.0200 | 2.0040, 48.6506 | 1.3594e-08, 2.0525e-08 | 0.60156 | 0.31214
-0.0100 | 6.9677, 74.1610 | 1.7204e-07, 6.1468e-08 | 0.26323 | 0.21524
-0.0010 | 87.5150, 548.7665 | 2.8270e-05, 4.1633e-06 | 0.12837 | 0.12803
-0.0001 | 888.4647, 5299.4106 | 2.9255e-03, 3.9631e-04 | 0.11931 | 0.11930
+0.0001 | -891.3101, -5257.6427 | 2.9469e-03, 3.9187e-04 | 0.11737 | 0.11737
+0.0010 | -90.3601, -506.9940 | 3.0410e-05, 3.7189e-06 | 0.10897 | 0.10864
+0.0100 | -9.7785, -31.9230 | 3.7076e-07, 1.7956e-08 | 0.04619 | 0.02143
damped F at line centre = 0.118335
peak total cross section = 1.5799e+06 a0^2 = 4.4243e-15 m^2
Rayleigh amplitude zero at delta = -0.029814 Ry
Raman amplitude zero at delta = +0.023837 Ry
(3s+3d)/Rayleigh at delta = +0.001 Ry, resonant estimate = 1.94e-06
```
